# The Alpha-Squared Recoil Correction for Helium S States

## First half: the operators and the change of mass scale

A helium-like atom has two electrons and a point nucleus of charge $Z$ without spin. Hartree atomic units are used: the electron has mass 1 and charge $-1$, the speed of light is $c=1/\alpha$, and $M$ is the nuclear mass in electron masses. The atom as a whole is at rest. Its energy is expanded in two small quantities, $\alpha$ and $1/M$. The problem is to find the number $C$ in the term

$$\Delta E=\frac{\alpha^2}{M}\,C$$

for an S state, that is, the part of second order in $\alpha$ and first order in $1/M$. Positions $\mathbf r_1,\mathbf r_2$ are measured from the nucleus, $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$, and $\mathbf p_a=-i\nabla_a$.

### (a) How does the nuclear mass enter the nonrelativistic Hamiltonian?

**Solution.** Let $\mathbf x_1,\mathbf x_2,\mathbf x_N$ be the laboratory positions. The new coordinates are $\mathbf r_a=\mathbf x_a-\mathbf x_N$ and the centre of mass $\mathbf X$. By the chain rule,

$$\frac{\partial}{\partial\mathbf x_a}=\frac{\partial}{\partial\mathbf r_a}+\frac{1}{M+2}\frac{\partial}{\partial\mathbf X},\qquad
\frac{\partial}{\partial\mathbf x_N}=-\sum_a\frac{\partial}{\partial\mathbf r_a}+\frac{M}{M+2}\frac{\partial}{\partial\mathbf X}.$$

For an atom at rest the wave function does not depend on $\mathbf X$. The laboratory momentum of electron $a$ is then $\mathbf p_a$, and that of the nucleus is $\mathbf p_N=-(\mathbf p_1+\mathbf p_2)$. The Hamiltonian is

$$H=\frac{p_1^2+p_2^2}{2}+\frac{(\mathbf p_1+\mathbf p_2)^2}{2M}+V,\qquad V=-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}}.$$

Write $K=(p_1^2+p_2^2)/2$ and $P=\mathbf p_1\cdot\mathbf p_2$. Since $(\mathbf p_1+\mathbf p_2)^2/2=K+P$,

$$H=H_0+\frac{K+P}{M},\qquad H_0=K+V .$$

The term $K/M$ can be joined to the electrons' kinetic energy: $K(1+1/M)=K/\mu$, where $\mu=M/(M+1)$ is the reduced mass. The term $P/M$ is called mass polarization. It is present because the nucleus must balance the momenta of both electrons together.

### (b) Which relativistic operators of the electrons contribute in an S state?

Start from the Dirac equation for one electron in a potential $V$, then add the magnetic interaction of the two spins.

**Solution.** Let $\phi$ and $\chi$ be the upper and lower two-component parts of the Dirac function, and $\varepsilon$ the energy without the rest energy. The equations are

$$V\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=\varepsilon\phi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2)\chi=\varepsilon\chi .$$

The second gives $\chi=(2c^2+\varepsilon-V)^{-1}c\,\boldsymbol\sigma\cdot\mathbf p\,\phi$. Expanding the inverse to first order in $(\varepsilon-V)/2c^2$ and inserting it in the first gives

$$\Big[\frac{p^2}{2}+V-\varepsilon-\frac{\alpha^2}{4}\,\boldsymbol\sigma\cdot\mathbf p\,(\varepsilon-V)\,\boldsymbol\sigma\cdot\mathbf p\Big]\phi=0 .$$

The norm that must equal one is $\langle\phi|\phi\rangle+\langle\chi|\chi\rangle\simeq\langle\phi|1+\alpha^2p^2/4|\phi\rangle$. A function with ordinary normalization is therefore $\psi=(1+\alpha^2p^2/8)\phi$. Put $\phi=(1-\alpha^2p^2/8)\psi$ and multiply from the left by the same factor, so that the operator stays Hermitian. The terms of order $\alpha^2$ are

$$-\frac18\Big\{p^2,\frac{p^2}{2}+V-\varepsilon\Big\}-\frac14\,\boldsymbol\sigma\cdot\mathbf p\,(\varepsilon-V)\,\boldsymbol\sigma\cdot\mathbf p .$$

The terms with $\varepsilon$ are $+\varepsilon p^2/4$ and $-\varepsilon p^2/4$, and they cancel. Because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the rest is

$$-\frac{p^4}{8}-\frac18\big[\boldsymbol\sigma\cdot\mathbf p,[\boldsymbol\sigma\cdot\mathbf p,V]\big]
=-\frac{p^4}{8}+\frac18\nabla^2V+\frac14\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).$$

The last equality uses $[\boldsymbol\sigma\cdot\mathbf p,V]=-i\boldsymbol\sigma\cdot\nabla V$ and then the product rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$. The mass in $p^4/8$ is the electron's own mass, since this term comes from the electron's relation between energy and momentum. It isn't replaced by $\mu$.

In the atom this applies to each electron, with $V$ the full Coulomb energy. From $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$,

$$\frac18\sum_a\nabla_a^2V=\frac{\pi Z}{2}\big[\delta(\mathbf r_1)+\delta(\mathbf r_2)\big]-\pi\,\delta(\mathbf r_{12}).$$

The electron-electron part is counted twice in the sum, once for each electron, which turns $-\pi/2$ into $-\pi$.

The spins add a magnetic interaction. Each electron has the magnetic moment $\mathbf m_a=-\alpha\mathbf s_a$. The moment $\mathbf m_2$ produces the vector potential $\nabla\times(\mathbf m_2/r)$ and hence the field

$$\mathbf B=\nabla\Big(\mathbf m_2\cdot\nabla\frac1r\Big)-\mathbf m_2\nabla^2\frac1r .$$

The tensor $\partial_i\partial_j(1/r)$ has a part proportional to $\delta_{ij}$, found from its trace to be $-(4\pi/3)\delta_{ij}\delta(\mathbf r)$, and a traceless part. The first part gives the contact field $(-4\pi/3+4\pi)\mathbf m_2\delta(\mathbf r)=(8\pi/3)\mathbf m_2\delta(\mathbf r)$. The energy $-\mathbf m_1\cdot\mathbf B$ then contains

$$-\frac{8\pi}{3}\alpha^2\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r_{12}).$$

In a singlet, $\mathbf s_1\cdot\mathbf s_2=\frac12(0-\frac34-\frac34)=-\frac34$, so this is $+2\pi\alpha^2\delta(\mathbf r_{12})$. Together with the $-\pi$ found above, the coefficient is $+\pi$. In a triplet the spatial function is antisymmetric and vanishes at $\mathbf r_{12}=0$, so the same expression $\pi\delta(\mathbf r_{12})$ may be kept there with mean zero.

The spin-orbit terms contain the orbital variables as a vector, and the traceless spin-spin term contains them as a tensor of rank two. The mean of either in a state with $L=0$ is zero by rotational symmetry. This includes the interaction of an electron's spin with the magnetic field of the moving nucleus. The operators $K$ and $P$ are scalars without spin, so nuclear motion leaves $L$ and the total spin unchanged, and these means remain zero.

### (c) What interaction arises from the orbital motion of the charges?

Find the vector potential of a slowly moving charge, pass to the Hamiltonian, and treat the electron pair and the electron-nucleus pairs alike.

**Solution.** In the Coulomb gauge a charge $q$ with velocity $\mathbf v$ produces a vector potential through the transverse part of its current. At leading order retardation is dropped, and in Fourier space

$$A_i(\mathbf k)=\alpha q\,\frac{4\pi}{k^2}\Big(\delta_{ij}-\frac{k_ik_j}{k^2}\Big)v_j .$$

Here $4\pi/k^2$ is the transform of $1/r$. Since $\nabla^2(-r/2)=-1/r$, the transform of $-r/2$ is $4\pi/k^4$ away from $k=0$. Replacing $k_ik_j$ by $-\partial_i\partial_j$ gives

$$\frac{4\pi k_ik_j}{k^4}\;\longrightarrow\;\frac12\partial_i\partial_j r=\frac{\delta_{ij}-n_in_j}{2r},\qquad \mathbf n=\frac{\mathbf r}{r}.$$

Subtracting this from $\delta_{ij}/r$,

$$A_i=\frac{\alpha q}{2}\,\tau_{ij}(\mathbf r)\,v_j,\qquad \tau_{ij}(\mathbf r)=\frac{\delta_{ij}+n_in_j}{r}.$$

A second charge $q'$ with velocity $\mathbf v'$ has the term $+\alpha q'\mathbf v'\cdot\mathbf A$ in its Lagrangian. The pair therefore contributes

$$L_{\rm int}=\frac{\alpha^2qq'}{2}\,v'_i\,\tau_{ij}\,v_j .$$

The sign changes on the way to the Hamiltonian. Let $L_\lambda=L_0+\lambda L_1$ and $H_\lambda=\mathbf p\cdot\mathbf v_\lambda-L_\lambda(\mathbf v_\lambda)$, with positions and momenta held fixed. Then

$$\frac{dH_\lambda}{d\lambda}=\Big(\mathbf p-\frac{\partial L_\lambda}{\partial\mathbf v}\Big)\cdot\frac{d\mathbf v_\lambda}{d\lambda}-L_1=-L_1,$$

because the bracket vanishes by the definition of momentum. At first order each velocity may be replaced by momentum over mass, so a pair with masses $m,m'$ has

$$H_{\rm int}=-\frac{\alpha^2qq'}{2mm'}\,p'_i\,\tau_{ij}\,p_j .$$

For the two electrons $qq'=1$, and the operator is $-\frac{\alpha^2}{2}p_{1i}\tau_{ij}(\mathbf r_{12})p_{2j}$. For electron $a$ and the nucleus $qq'=-Z$, $m'=M$, and $\mathbf p_N=-(\mathbf p_1+\mathbf p_2)$. The three minus signs leave one:

$$\frac{\alpha^2}{M}H_R,\qquad H_R=-\frac Z2\sum_{a,b=1}^2p_{ai}\,\tau_{ij}(\mathbf r_a)\,p_{bj}.$$

The terms with $a=b$ describe an electron interacting with the nuclear recoil that it causes itself. Those with $a\ne b$ describe its interaction with the recoil caused by the other electron.

The order of the factors in the quantum operators does not matter, because $\tau_{ij}$ has no divergence:

$$\partial_i\frac{\delta_{ij}}{r}=-\frac{r_j}{r^3},\qquad
\partial_i\frac{r_ir_j}{r^3}=\frac{3r_j+r_j}{r^3}-\frac{3r_j}{r^3}=\frac{r_j}{r^3},$$

and the sum is zero. No delta function is hidden at the origin: the flux of $\tau_{ij}$ through a sphere of radius $r$ is at most of order $r^2/r=r$, which tends to zero. Hence $p_i\tau_{ij}=\tau_{ij}p_i$, and the operators are Hermitian as written.

A correction to the nuclear kinetic energy of the form $p_N^4$ carries $1/M^3$. It lies outside the order considered.

### (d) How do the electronic means change when the electron mass in $K$ becomes $\mu$?

Collect the operators of parts (b) and (c) that don't contain $M$, and find the effect of $K/M$ on their mean, leaving $P/M$ aside for the moment.

**Solution.** For an S state the electronic operator is $\alpha^2H_B$ with

$$H_B=-\frac{p_1^4+p_2^4}{8}+\frac{\pi Z}{2}\big[\delta(\mathbf r_1)+\delta(\mathbf r_2)\big]+\pi\delta(\mathbf r_{12})-\frac12p_{1i}\tau_{ij}(\mathbf r_{12})p_{2j}.$$

Let $\psi_0$ be the normalized eigenfunction of $H_0$ with energy $E_0$. Call $A$ the mean of the first term in $\psi_0$, and $B=B_{en}+B_{ee}+B_{oo}$ the sum of the means of the other three, in the order written.

With $K/M$ included, the Hamiltonian is $K/\mu+V$. Introduce $\mathbf r'_a=\mu\mathbf r_a$, so that $\mathbf p_a=\mu\mathbf p'_a$. Then

$$\frac{p_a^2}{2\mu}=\mu\,\frac{p_a'^2}{2},\qquad \frac1{r_a}=\mu\,\frac1{r'_a},\qquad \frac1{r_{12}}=\mu\,\frac1{r'_{12}},$$

and $K/\mu+V=\mu H_0'$, where $H_0'$ is $H_0$ written in the primed variables. The normalized eigenfunction is $\psi_\mu(\mathbf r_1,\mathbf r_2)=\mu^3\psi_0(\mu\mathbf r_1,\mu\mathbf r_2)$; the factor $\mu^3$ compensates the volume element of six dimensions. The atom is larger by the factor $1/\mu$.

The means follow by counting powers. Four momenta give $\mu^4$. A delta function in three dimensions obeys $\delta(\mathbf r'/\mu)=\mu^3\delta(\mathbf r')$. The orbit-orbit term has two momenta and one inverse length, also $\mu^3$. Therefore

$$\langle\psi_\mu|H_B|\psi_\mu\rangle=\mu^4A+\mu^3B .$$

Since $\mu=(1+1/M)^{-1}=1-1/M+\dots$, we have $\mu^4=1-4/M+\dots$ and $\mu^3=1-3/M+\dots$. The change linear in $1/M$ is

$$\frac{-4A-3B}{M}.$$

The different powers reflect how the operators scale with length: $p^4$ as the inverse fourth power, the other three as the inverse third power. The coefficients in $H_B$ contain the true mass and stay fixed, and only the size of the atom responds to $\mu$.

## Second half: the cross term, the full result and helium

The symbols carried over are these. The fixed-nucleus Hamiltonian is $H_0=K+V$, with ground or excited S state $\psi_0$ and energy $E_0$. Nuclear motion adds $(K+P)/M$, where $K=(p_1^2+p_2^2)/2$ and $P=\mathbf p_1\cdot\mathbf p_2$. The relativistic operators are $\alpha^2H_B$ for the electrons and $\alpha^2H_R/M$ for electron and nucleus, with

$$H_R=-\frac Z2\sum_{a,b}p_{ai}\tau_{ij}(\mathbf r_a)p_{bj},\qquad \tau_{ij}(\mathbf r)=\frac{\delta_{ij}+n_in_j}{r}.$$

The mean of $H_B$ in $\psi_0$ is $A+B$, where $A$ belongs to $p^4$ and $B=B_{en}+B_{ee}+B_{oo}$ to the nuclear contact, electron contact and electron-electron orbit-orbit terms. The term $K/M$ changes this mean by $(-4A-3B)/M$.

### (e) What does mass polarization add, and what is $C$?

**Solution.** To first order, $P/M$ changes the wave function to $\psi_0+\psi_1/M$. Inserting this in the Schrödinger equation and collecting the terms in $1/M$ gives

$$(E_0-H_0)\psi_1=(P-\langle P\rangle)\psi_0,\qquad\langle\psi_0|\psi_1\rangle=0 .$$

The second condition preserves the norm at first order. With $G'=Q(E_0-H_0)^{-1}Q$, where $Q$ removes $\psi_0$, the solution is $\psi_1=G'P\psi_0$. The functions can be chosen real, so the mean of $H_B$ changes by $X/M$ with

$$X=2\langle\psi_0|H_B|\psi_1\rangle=2\langle H_BG'P\rangle .$$

This is the mass-polarization cross term: one factor is relativistic and the other comes from the motion of the nucleus.

The $p^4$ part of $X$ must be read as $-\frac14\sum_a\langle p_a^2\psi_0|p_a^2\psi_1\rangle$. The reason is the cusp at the nucleus, as the function $\psi=e^{-Zr}$ shows. It gives $p^2\psi=(2Z/r-Z^2)\psi$, whose square is integrable, and for the normalized state $\langle p^2\psi|p^2\psi\rangle=5Z^4$. A second $p^2$ acting on $2Z/r$ produces $8\pi Z\delta(\mathbf r)$. If derivatives were taken only away from the origin, its contribution $8\pi Z|\psi(0)|^2=8Z^4$ would be lost, and the positive operator $p^4$ would acquire the mean $-3Z^4$.

At linear order in $1/M$ the effects of $K$ and $P$ add. The operator $\alpha^2H_R/M$ already contains both small factors, so its mean in $\psi_0$ is enough. With $R=\langle H_R\rangle$,

$$\boxed{C=-4A-3B+X+R}$$

The formula holds for singlet and triplet S states; in triplets the electron contact term vanishes.

There is another way to write the first three terms. The change caused by $K$ could also have been found by perturbation theory, which means that $2\langle H_BG'K\rangle=-4A-3B$. Therefore

$$C=2\Big\langle H_BG'\,\frac{(\mathbf p_1+\mathbf p_2)^2}{2}\Big\rangle+R .$$

The whole nuclear kinetic energy appears once, so mass scaling and mass polarization don't count anything twice.

The value of $C$ depends on the energy unit. If energies are expressed in a hartree built with $\mu$, they are divided by $\mu$, and $(A+B+C/M)(1+1/M)$ has the linear coefficient $C+A+B=-3A-2B+X+R$. Here the ordinary hartree is kept.

### (f) Does the result agree with the Dirac equation when there is one electron?

Evaluate $C$ for an $n$S state of a one-electron ion, then find the same quantity from the Dirac equation.

**Solution.** With one electron there is no $X$, and $E_0=-Z^2/2n^2$. Three means are needed.

- The virial theorem gives $\langle1/r\rangle=Z/n^2$.
- Differentiating $-Z^2/2(n_r+l+1)^2$ with respect to $l$, and using that $l$ enters the radial Hamiltonian through $l(l+1)/2r^2$, gives $Z^2/n^3=(l+\frac12)\langle1/r^2\rangle$. For $l=0$ this is $\langle1/r^2\rangle=2Z^2/n^3$.
- Multiply the radial equation $-u''/2+(V-E_0)u=0$ by $u'$ and integrate. The result is $u'(0)^2=2\langle dV/dr\rangle=2Z\langle1/r^2\rangle$. As $|\psi(0)|^2=u'(0)^2/4\pi$, it follows that $|\psi(0)|^2=Z^3/\pi n^3$.

From $p^2\psi=2(E_0+Z/r)\psi$,

$$A=-\frac12\Big\langle\Big(E_0+\frac Zr\Big)^2\Big\rangle=Z^4\Big(\frac{3}{8n^4}-\frac1{n^3}\Big),\qquad B=\frac{\pi Z}{2}|\psi(0)|^2=\frac{Z^4}{2n^3}.$$

For $R$, the gradient of an S function points along $\mathbf n$, so $\delta_{ij}+n_in_j$ gives a factor 2 and $R=-Z\langle|\nabla\psi|^2/r\rangle$, the bracket denoting the integral over space. With $|\nabla\psi|^2=\frac12\nabla^2\psi^2-\psi\nabla^2\psi$ and an integration by parts,

$$\int\frac{|\nabla\psi|^2}{r}\,d^3r=-2\pi|\psi(0)|^2+2\Big\langle\frac{E_0}{r}+\frac{Z}{r^2}\Big\rangle=Z^3\Big(\frac2{n^3}-\frac1{n^4}\Big).$$

The sum is

$$C=Z^4\Big[\frac4{n^3}-\frac3{2n^4}-\frac3{2n^3}-\frac2{n^3}+\frac1{n^4}\Big]=Z^4\,\frac{n-1}{2n^4}.$$

For the Dirac side take $\hbar=c=1$, electron mass $m$, nuclear mass $M$ in the same unit, and $V=-\kappa/r$ with $\kappa=Z\alpha$. Let $D=\boldsymbol\Gamma\cdot\mathbf p+\beta m+V$ be the Dirac Hamiltonian, with matrices $\Gamma_i,\beta$ and $D\psi=E\psi$. The electron's velocity operator is $\boldsymbol\Gamma$ and the nuclear velocity is $-\mathbf p/M$. Nuclear kinetic energy and the interaction of part (c) then give

$$W=\frac1{2M}\big[p^2+V(\Gamma_j+n_j\,\boldsymbol\Gamma\cdot\mathbf n)p_j\big].$$

Its mean is found term by term. First, $(D-V)^2=p^2+m^2$, so

$$\langle p^2\rangle=\langle(E-V)^2\rangle-m^2 .$$

Second, $\boldsymbol\Gamma\cdot\mathbf p\,\psi=(E-V-\beta m)\psi$, so

$$\langle V\boldsymbol\Gamma\cdot\mathbf p\rangle=E\langle V\rangle-\langle V^2\rangle-m\langle\beta V\rangle .$$

Third, $\nabla V=-V\mathbf n/r$ gives $[D,r_jV]=-iV(\Gamma_j-n_j\boldsymbol\Gamma\cdot\mathbf n)$, or

$$Vn_j\boldsymbol\Gamma\cdot\mathbf n=V\Gamma_j-i[D,r_jV].$$

In the mean of $[D,r_jV]p_j$ the left $D$ becomes $E$, and the right one is moved past $p_j$ with $[D,p_j]=i\partial_jV$. What remains is $-i\langle V\,\mathbf r\cdot\nabla V\rangle=i\langle V^2\rangle$. The third term of $W$ is thus the second plus $\langle V^2\rangle$. Adding all,

$$2M\langle W\rangle=E^2-m^2-2m\langle\beta V\rangle .$$

Finally, $\beta D+D\beta=2m+2\beta V$ gives $E\langle\beta\rangle=m+\langle\beta V\rangle$. Because $E$ is proportional to $m$, $\langle\beta\rangle=\partial E/\partial m=E/m$. Hence $m\langle\beta V\rangle=E^2-m^2$ and

$$\langle W\rangle=\frac{m^2-E^2}{2M}.$$

The Dirac energy of an $n$S state is $E=m(1+\kappa^2/N^2)^{-1/2}$ with $N=n-1+\sqrt{1-\kappa^2}\simeq n-\kappa^2/2$. Then

$$\frac{m^2-E^2}{2M}=\frac{m^2}{2M}\frac{\kappa^2}{N^2+\kappa^2}=\frac{m^2}{M}\Big[\frac{\kappa^2}{2n^2}+\frac{(n-1)\kappa^4}{2n^4}+\dots\Big].$$

The first term is the nonrelativistic effect of the reduced mass. The second, converted to hartree, is $\alpha^2Z^4(n-1)/2n^4$ times $m/M$, in agreement with $C$. For 1S it vanishes: mass scaling gives $+Z^4$ and the electron-nucleus interaction $-Z^4$.

This has a consequence for the helium-like ground state at large $Z$. There the electrons' repulsion is weak compared with the nuclear attraction, and $\psi_0$ tends to a product of two 1S functions. In that product the $a\ne b$ part of $R$ is zero, since the mean momentum of each electron is zero. $P$ excites both electrons at once, so the one-electron parts of $H_B$ don't contribute to $X$ at order $Z^4$; they enter at order $Z^3$, once the repulsion is allowed to mix the states. The terms of order $Z^4$ therefore cancel, and $C$ grows at most as $Z^3$.

### (g) What is the correction for the helium ground state?

Use a variational wave function that contains $r_{12}$, and judge the accuracy of the result.

**Solution.** Let $s=r_1+r_2$, $t=r_1-r_2$ and $u=r_{12}$. The singlet function is a sum of terms $e^{-\zeta s}s^it^{2j}u^k$ with $\zeta=2.0$ and $i+2j+k\le9$, which makes 125 functions. The energy is $E_0=-2.903724$ hartree. The means for a fixed nucleus, in atomic units, are

$$A=-13.520,\quad B_{en}=11.375,\quad B_{ee}=0.334,\quad B_{oo}=-0.139 .$$

Thus $B=11.570$, and the mass-scaling part is

$$-4A-3B=54.081-34.709=19.372 .$$

The cross term has contributions from the four parts of $H_B$, in the same order:

$$X=1.091-0.576-0.038+0.639=1.116 .$$

The orbit-orbit part, small in $B$, is the second largest here. The electron-nucleus operator gives, for $a=b$ and $a\ne b$,

$$R=-21.781-0.867=-22.648 .$$

The total is

$$C=19.372+1.116-22.648=-2.16 .$$

Mass scaling and $R$ nearly cancel, as the one-electron case leads one to expect. The cross term is small beside either of them but not beside their sum: without it $C$ would be about $-3.3$.

The accuracy was examined by a second route. The eigenvalue problem was solved with the nuclear kinetic energy included, for small positive and negative $1/M$, and the $\alpha^2$ energy was differentiated numerically. This uses neither the scaling argument nor $G'$. It gives $C=-2.166$, against $-2.161$ from the formula. The cross terms of the two routes agree to all printed digits, but both routes use the same basis, so this checks the calculation and not the convergence. The difference lies in the scaling part, for instance $54.074$ against $54.081$ for $p^4$. It arises because a finite basis with fixed $\zeta$ cannot follow a change of scale completely. Going from 70 to 125 functions moves the formula value of $C$ by less than $0.001$, and the value from the second route by about $0.004$. The gap of $0.005$ between the routes is a more cautious measure of the error, though not a bound. The separate parts are less accurate than their sum. With 444 functions ($i+2j+k\le15$, $\zeta=2.2$), $A$ becomes $-13.522$, the mass-scaling part $19.377$ and $X$ becomes $1.112$, its $p^4$ and nuclear contact parts moving to $1.085$ and $-0.574$. $R$ keeps its printed digits, and both routes give $C=-2.160$. The parts printed above are thus uncertain by up to about $0.006$, while $C=-2.16$ is stable.

For the alpha particle $M=7294.30$, and $\alpha^2/M=7.3004\times10^{-9}$. The correction is

$$\Delta E=7.3004\times10^{-9}\times(-2.16)=-1.58\times10^{-8}\ \text{hartree},$$

or $-104$ MHz as a frequency. In this basis its parts are $+931$ MHz from mass scaling, $+54$ MHz from the cross term and $-1088$ MHz from the electron-nucleus interaction; each is rounded separately, so the printed parts add to $-103$ instead of $-104$. In the larger basis the cross term gives $+53$ MHz and the other two keep their printed values. The ground state is bound slightly more strongly than the fixed-nucleus $\alpha^2$ energy and the nonrelativistic recoil together would give.

This is one term of an expansion, not the full energy. Recoil terms of order $\alpha^3/M$ and beyond, terms of order $\alpha^2/M^2$ and the finite size of the nucleus are left out. The expansion requires both $Z\alpha$ and $1/M$ to be small. It would fail for a highly charged ion, or if the electrons were replaced by particles whose mass is comparable with that of the nucleus. For triplet states with $L\neq0$ the spin-orbit and tensor operators set aside in part (b) have to be restored. In a singlet their means vanish for every $L$, because a state of total spin zero has no preferred spin direction. The numerical output below lists the individual contributions and the comparisons.

## Table of computed values

```
Z = 2, zeta = 2.0 bohr^-1
alpha = 0.007297353
M/m (alpha particle) = 7294.2995
order 7, 70 functions: E0 = -2.903723763 hartree
order 7: C = -2.15971 a.u.
order 9, 125 functions: E0 = -2.903724234 hartree
order 9: C = -2.16054 a.u.
virial ratio -<V>/<T> = 2.00000038
cusp-sensitive norm ratio = 0.999880
<p1.p2> = 0.159070 a.u.
singlet <s1.s2> = -0.75, contact factor = 1.00 pi
fixed nucleus, p^4: -13.52032 a.u.
fixed nucleus, nuclear contact: 11.37452 a.u.
fixed nucleus, electron contact: 0.33437 a.u.
fixed nucleus, e-e orbit-orbit: -0.13912 a.u.
fixed nucleus, sum A+B: -1.95054 a.u.
mass scaling, p^4: 54.08127; direct 54.07373 a.u.
mass scaling, nuclear contact: -34.12357; direct -34.12023 a.u.
mass scaling, electron contact: -1.00312; direct -1.00427 a.u.
mass scaling, e-e orbit-orbit: 0.41736; direct 0.41750 a.u.
mass scaling, sum: 19.37194 a.u.
cross term, p^4: 1.09124; direct 1.09124 a.u.
cross term, nuclear contact: -0.57627; direct -0.57627 a.u.
cross term, electron contact: -0.03832; direct -0.03832 a.u.
cross term, e-e orbit-orbit: 0.63892; direct 0.63892 a.u.
cross term, sum X: 1.11557 a.u.
e-nucleus orbit-orbit, a=b: -21.78104 a.u.
e-nucleus orbit-orbit, a!=b: -0.86701 a.u.
e-nucleus orbit-orbit, sum R: -22.64805 a.u.
C from formula = -2.16054 a.u.
C from finite-mass solutions = -2.16578 a.u.
alpha^2 m/M = 7.300407e-09
energy correction = -1.57728e-08 hartree
energy correction = -103.780 MHz
mass scaling share = 930.519 MHz
cross term share = 53.586 MHz
e-nucleus orbit-orbit share = -1087.885 MHz
one electron, Z=1, 1S: C = 0 a.u.
one electron, Z=1, 2S: C = 1/32 a.u.
one electron, Z=1, 3S: C = 1/81 a.u.
Darwin test: inverted 0.5776015, formula 0.5776015 a.u.
```
